# Why the mean excitation energy of hydrogen 1S lies far above ionization, part 1

(Sections cited here and not found follow in the second part.)

## Question

Ionizing hydrogen takes 1 Ry, and the strongest dipole transition from the ground state lies at 3/4 Ry. Yet the mean excitation energy $k_0$ that enters the nonrelativistic part of the 1S self-energy is 19.8 Ry. Why does it lie so far above ionization, and how much of the number follows from the $E^{-3/2}$ fall of the oscillator density weighted with the square of the energy?

## Answer

### The mechanism

The self-energy weights each dipole transition with $fE^2$, oscillator strength times squared excitation energy. This weight measures the response of the atom to the force on the electron, and the Coulomb force $1/r^2$ has no length scale near the nucleus: a region of size $1/k$ feeds final states of momentum $k$, for every $k$ large against the inverse Bohr radius. The result is a density falling only as $E^{-3/2}$. It has a finite norm but no first moment, so $k_0$ is not an arithmetic mean. It is a geometric mean, and on a logarithmic axis the weight is spread over several decades. The power law, combined with the monotonic approach of the exact density to it and the small share of the bound levels, gives rigorous bounds that put $k_0$ several rydbergs up. The law does not fix the value, because the true density reaches it slowly.

The model is nonrelativistic hydrogen with infinite nuclear mass in the dipole approximation. Operators are in hartree atomic units, $H=p^2/2+V$, $V=-1/r$. The excitation energy is $\omega_n=E_n-E_0$ in hartree and $w_n=2\omega_n$ in rydberg; in the continuum $w=1+k^2$ with $k$ in inverse bohr.

### Where the logarithm and the weight come from

The coupling to the radiation field is $\alpha\,\mathbf p\cdot\mathbf A$, with $c=1/\alpha$. In a volume $\Omega$ a mode of energy $\epsilon$ and polarization $\mathbf e$ has amplitude $\sqrt{2\pi c^2/(\epsilon\Omega)}$, so the squared element for emitting one photon while the atom goes from $0$ to $n$ is $2\pi|\mathbf e\cdot\mathbf p_{n0}|^2/(\epsilon\Omega)$. The mode density is $\Omega\,\alpha^3\epsilon^2d\epsilon\,d\hat{\mathbf q}/(2\pi)^3$. The polarization sum gives $|\mathbf p|^2-|\hat{\mathbf q}\cdot\mathbf p|^2$, whose angular integral is $4\pi(1-\tfrac13)|\mathbf p|^2$. The constants combine to $2\pi\cdot\frac{8\pi}{3}/(8\pi^3)=2/(3\pi)$, and second-order perturbation theory with photon energies cut at $\Lambda$ gives

$$\Delta E=-\frac{2\alpha^3}{3\pi}\int_0^\Lambda d\epsilon\sum_n|\mathbf p_{n0}|^2\frac{\epsilon}{\omega_n+\epsilon}.$$

The $A^2$ term is the same for all states in the dipole approximation and is dropped. Write $\epsilon/(\omega+\epsilon)=1-\omega/(\omega+\epsilon)$. The first term gives $-(2\alpha^3\Lambda/3\pi)\langle p^2\rangle$, which a free electron has as well; it is absorbed in the observed mass. The second term integrates to a logarithm. With $K=2\Lambda$, the cut in rydberg,

$$\Delta E=\frac{2\alpha^3}{3\pi}\sum_n\omega_n|\mathbf p_{n0}|^2\ln\Big(1+\frac{K}{w_n}\Big)=\frac{2\alpha^3D}{3\pi}\Big[\ln\frac{K}{k_0}+\Big\langle\ln\Big(1+\frac wK\Big)\Big\rangle\Big],$$

where $\ln(1+K/w)=\ln K-\ln w+\ln(1+w/K)$ was used, and

$$D=\sum_n\omega_n|\mathbf p_{n0}|^2,\qquad \langle X\rangle=\frac1D\sum_n\omega_n|\mathbf p_{n0}|^2X(w_n),\qquad \ln k_0=\langle\ln w\rangle .$$

The number $\ln k_0$, with $k_0$ in rydberg, is the Bethe logarithm.

Two commutators rewrite the weight. From $[H,\mathbf r]=-i\mathbf p$ follows $\omega_n\mathbf r_{n0}=-i\mathbf p_{n0}$, and from $[H,\mathbf p]=[V,\mathbf p]=i\nabla V$ follows $\omega_n\mathbf p_{n0}=i(\nabla V)_{n0}$. With $f_n=\frac23\omega_n|\mathbf r_{n0}|^2$,

$$\omega_n|\mathbf p_{n0}|^2=\omega_n^3|\mathbf r_{n0}|^2=\tfrac32\,\omega_n^2f_n=\frac{|(\nabla V)_{n0}|^2}{\omega_n}.$$

The middle form is the energy-squared weight; the last form shows that it is built from the force.

The norm follows by closure. Since $\langle[\mathbf p,[H,\mathbf p]]\rangle=2\langle\mathbf p\cdot(H-E_0)\mathbf p\rangle=2D$ (components summed) and $[p_j,i\partial_jV]=\partial_j^2V$,

$$D=\tfrac12\langle0|\nabla^2V|0\rangle=2\pi|\psi_0(0)|^2=2,$$

with $\nabla^2(-1/r)=4\pi\delta(\mathbf r)$ and $\psi_0=e^{-r}/\sqrt\pi$. Define $S(j)=\sum_nf_nw_n^j$. Then $S(2)=4\cdot\frac23D=16/3$. Likewise $S(1)=2\cdot\frac23\langle p^2\rangle=4/3$, because $\langle p^2\rangle=\int_0^\infty(2re^{-r})^2dr=1$, and $S(0)=\frac13\langle[\mathbf r,[H,\mathbf r]]\rangle=\frac13\cdot3=1$, because $[x,-ip_x]=1$. The normalized weight is therefore $\frac3{16}w_n^2f_n$ on bound levels, and in the continuum it has the density

$$g(w)=\frac3{16}\,w^2\frac{df}{dw}.$$

### The tail from the force

For $k\gg1$ take the final state as a plane wave $(2\pi)^{-3/2}e^{i\mathbf k\cdot\mathbf r}$. The integral of $e^{-i\mathbf k\cdot\mathbf r}\,\nabla V\,\psi_0$ comes mainly from $r$ up to a few times $1/k$, where $\psi_0\approx\psi_0(0)$; contributions from farther out oscillate and largely cancel. The Fourier transform of $-1/r$ is $-4\pi/k^2$ and a gradient multiplies it by $i\mathbf k$, so

$$|(\nabla V)_{\mathbf k0}|^2\approx\frac1{8\pi^3}\cdot\frac1\pi\cdot\frac{16\pi^2}{k^2}=\frac{2}{\pi^2k^2}.$$

The states number $d^3k=4\pi k\,d\omega$, and $1/\omega\approx2/k^2$. The weight per hartree is $\frac{2}{\pi^2k^2}\cdot4\pi k\cdot\frac2{k^2}=16/(\pi k^3)$. Dividing by $D=2$, and by 2 again for a density per rydberg,

$$g(w)\to\frac{4}{\pi k^3}\approx\frac4\pi\,w^{-3/2}.$$

The exponent collects $k^{-2}$ from the squared force, $k^{+1}$ from the density of states and $k^{-2}$ from $1/\omega$. The contact density $|\psi_0(0)|^2$ cancels against $D$.

The first correction comes from keeping $e^{-r}$. A partial-wave form is convenient. Both $\nabla\psi_0$ and $\nabla V\psi_0$ are a radial function times $\hat{\mathbf r}Y_{00}$, which is pure $l=1$ with $\sum_j\int|\hat r_jY_{00}|^2d\hat{\mathbf r}=1$. The squared vector element summed over $m$ is thus the square of one radial integral of reduced functions: a final $u(r)$ against $2re^{-r}$ for $\mathbf p$, or against $r^{-2}\cdot2re^{-r}=2e^{-r}/r$ for $\nabla V$. A continuum $u$ normalized per hartree has asymptotic amplitude $\sqrt{2/(\pi k)}$: in a box of radius $L$ the amplitude is $\sqrt{2/L}$ and the levels number $L\,dk/\pi=L\,d\omega/(\pi k)$. The free $p$ wave is $\sqrt{2/(\pi k)}\,kr\,j_1(kr)$. Since $kj_1(kr)=-\frac{d}{dr}j_0(kr)$, integration by parts gives

$$\int_0^\infty k\,j_1(kr)e^{-r}dr=1-\int_0^\infty\frac{\sin kr}{kr}e^{-r}dr=1-\frac{\arctan k}{k};$$

the last integral follows from $\frac{d}{dk}\int e^{-r}\frac{\sin kr}{r}dr=\int e^{-r}\cos kr\,dr=1/(1+k^2)$. The squared element is $\frac{8}{\pi k}(1-\arctan k/k)^2$. Multiplying by $1/\omega=2/w$ and dividing by 4 as before,

$$g_{\rm PW}(w)=\frac{4}{\pi kw}\Big(1-\frac{\arctan k}{k}\Big)^2\approx\frac4\pi w^{-3/2}\Big(1-\frac{\pi}{k}\Big).$$

The correction is $\pi/k$, first order in $1/k$ with a large coefficient. It is of order one until $k$ is well above $\pi$, that is until $w$ is well above $\pi^2$.

### The exact density

The $l=1$ equation at energy $-\lambda^2/2$ is $u''=(2/r^2-2/r+\lambda^2)u$, with $\lambda=1/n$ for bound states and $\lambda=ik$ in the continuum; in both cases $w=1-\lambda^2$. Substituting $u=r^2e^{-\lambda r}v$ gives $rv''+(4-2\lambda r)v'+(2-4\lambda)v=0$. With $z=2\lambda r$ this is Kummer's equation $zv_{zz}+(4-z)v_z-av=0$, $a=2-1/\lambda$, whose regular solution is $M(a,4,z)=\sum_m\frac{(a)_m}{(4)_m}\frac{z^m}{m!}$.

The momentum integral is $J=2\int_0^\infty r^3e^{-sr}M(a,4,2\lambda r)\,dr$ with $s=1+\lambda$. Term by term, $\int r^{3+m}e^{-sr}dr=3!\,(4)_m/s^{4+m}$ cancels the factor $(4)_m$ and leaves a binomial series:

$$J=\frac{12}{s^4}\sum_m\frac{(a)_m}{m!}\Big(\frac{2\lambda}{s}\Big)^m=\frac{12}{s^4}\Big(1-\frac{2\lambda}s\Big)^{-a}.$$

For bound states the series terminates. In the continuum put $s=\sigma+ik$: the series converges for large $\sigma$, both sides are analytic for $\operatorname{Re}\sigma>0$, and so the result holds at $\sigma=1$ on the branch where $\arg\frac{\sigma-ik}{\sigma+ik}=-2\arctan(k/\sigma)$. With $1-2\lambda/s=(1-\lambda)/(1+\lambda)$ and $-a=-2+1/\lambda$,

$$J=\frac{12}{w^2}\Big(\frac{1-\lambda}{1+\lambda}\Big)^{1/\lambda}.$$

The last factor is $\big(\frac{n-1}{n+1}\big)^n$ for bound states and $\exp[\frac1{ik}(-2i\arctan k)]=e^{-2\arctan k/k}$ in the continuum.

For the bound norm put $m=n-2$. The Laguerre polynomial $L=L_m^{(3)}(z)$ equals $\binom{n+1}{3}M=\frac{n(n^2-1)}6M$, and its top terms are $(-1)^m[z^m/m!-(m+3)z^{m-1}/(m-1)!]$. The Rodrigues form $z^3e^{-z}L=\frac1{m!}\partial_z^m(z^{m+3}e^{-z})$, integrated by parts $m$ times against $zL$, for which $\partial_z^m(zL)=(-1)^m[(m+1)z-m(m+3)]$, gives

$$\int_0^\infty z^4e^{-z}L^2dz=\frac{(m+1)(m+4)!-m(m+3)(m+3)!}{m!}=(2m+4)\frac{(m+3)!}{m!}=2n^2(n^2-1).$$

With $r=nz/2$, $\int u^2dr=\frac{n^5}{32}\cdot\frac{36\cdot2n^2(n^2-1)}{n^2(n^2-1)^2}=\frac{9n^5}{4(n^2-1)}$, so the normalization factor is $N_n^2=4w_n/(9n^3)$. Since $f=\frac23|\mathbf p|^2/\omega=\frac{4}{3w}N^2J^2$,

$$f_n=\frac{256}{3}\,\frac{1}{n^3w_n^4}\Big(\frac{n-1}{n+1}\Big)^{2n}.$$

For the continuum norm, $a=2+iy$ with $y=1/k$, and $4-a=a^*$. The representation

$$M(a,4,z)=\frac{3!}{\Gamma(a)\Gamma(a^*)}\int_0^1e^{zt}t^{a-1}(1-t)^{a^*-1}dt$$

is verified by expanding $e^{zt}$ and using the beta integral. The substitution $t\to1-t$ turns $e^{-ikr}M$ into its complex conjugate, so $u$ is real. At large $r$ the oscillating integral is fixed by its end points. Near $t=0$ it gives $\Gamma(a)(-z)^{-a}$ with $-z=2kr\,e^{-i\pi/2}$, of modulus $|\Gamma(a)|(2kr)^{-2}e^{-\pi y/2}$; the end $t=1$ supplies the conjugate term. The amplitude of $u$ is twice the modulus of one term, $A=2\cdot6\,e^{-\pi y/2}/(4k^2|\Gamma(a)|)$. The recurrence and reflection formulas give $|\Gamma(2+iy)|^2=(1+y^2)\,\pi y/\sinh\pi y$, and $1+y^2=w/k^2$. Hence

$$A^2=\frac{9e^{-\pi y}\sinh\pi y}{\pi kw}=\frac{9(1-e^{-2\pi y})}{2\pi kw},\qquad N^2=\frac{2/(\pi k)}{A^2}=\frac{4w}{9(1-e^{-2\pi y})}.$$

The logarithmic Coulomb phase changes the level count in the box only by a relative $(\ln L)/L$, so the same target amplitude applies. Then $\frac4{3w}N^2J^2$ per hartree, halved per rydberg, is

$$\frac{df}{dw}=\frac{128}{3}\,\frac{F}{w^4},\qquad g=\frac{8F}{w^2},\qquad F=\frac{e^{-4\arctan k/k}}{1-e^{-2\pi/k}}=\frac{e^{4y\arctan y}}{e^{2\pi y}-1},$$

where the last form uses $\arctan k=\pi/2-\arctan y$. The numerical check tests $f_n$ against radial quadrature, $df/dw$ against direct integration of the radial equation in length and acceleration forms, and the three sum rules against the summed spectrum.

At threshold $F=e^{-4}$, so $df/dw=0.78147$ and $g=0.14653$ per Ry. For large $w$ use $e^{4y\arctan y}=1+4y^2+\dots$ and $1/(e^\zeta-1)=\zeta^{-1}(1-\zeta/2+\zeta^2/12-\dots)$ with $\zeta=2\pi y$:

$$F=\frac1{2\pi y}\Big[1-\pi y+\Big(\frac{\pi^2}3+4\Big)y^2+\dots\Big].$$

With $x=w^{-1/2}$, $y=x(1-x^2)^{-1/2}$, so $1/y=x^{-1}(1-x^2/2+\dots)$ and $y=x+O(x^3)$ inside the bracket:

$$g=\frac4\pi w^{-3/2}\Big[1-\pi w^{-1/2}+\Big(\frac{\pi^2}3+\frac72\Big)w^{-1}+\dots\Big],\qquad \frac{\pi^2}3+\frac72=6.79 .$$

The first two terms are those of $g_{\rm PW}$. In the acceleration form, then, the $-\pi/k$ term comes from the cusp of the 1S function, its nonzero slope at the nucleus. For a radial function $\chi$ with $\chi(0)=1$ in place of $e^{-r}$, the same integration by parts gives $1+\int_0^\infty j_0(kr)\chi'(r)\,dr\approx1+\chi'(0)\,\pi/(2k)$, because $\int_0^\infty j_0(kr)\,dr=\pi/(2k)$; with $\chi'(0)=-1$ the square is $1-\pi/k$, while a function that decays without a cusp, such as $e^{-r^2}$, gives no term of order $1/k$. The Coulomb distortion of the final state enters first at order $1/w$. This division of labour belongs to the acceleration form; the sum of the effects does not depend on the form. At $k=30$, $w=901$, the integrated radial equation gives $g=4.2485\times10^{-5}$ per Ry. The plane-wave value $4.2400\times10^{-5}$ is 0.2% below it and the leading law $4.7079\times10^{-5}$ is 11% above it.

The exact weight density is now known, and its tail falls as $\frac4\pi w^{-3/2}$, a law set by the Coulomb force near the nucleus and approached only slowly. What remains is to find what this density implies for $k_0$, through bounds and a computed value, and to test the mechanism by smoothing the force.
